# Changing Basis and Origin in a Crystal: From P2₁/c to P2₁/n

A crystal is described in a basis $(\mathbf a,\mathbf b,\mathbf c)$ with origin $O$. A point has the position $\mathbf r=(\mathbf a,\mathbf b,\mathbf c)\,x$, where $x$ is a column of three coordinates. A second description uses

$$(\mathbf a',\mathbf b',\mathbf c')=(\mathbf a,\mathbf b,\mathbf c)\,P,\qquad O'=O+(\mathbf a,\mathbf b,\mathbf c)\,p ,$$

where $P$ is a real invertible matrix. Its columns are the new basis vectors in old coordinates, and the column $p$ is the new origin in old coordinates. The crystal itself stays where it is; only its description changes.

The example is a model monoclinic crystal of space group P2₁/c, with round parameters $a=6$ Å, $b=8$ Å, $c=13$ Å, $\beta=118^\circ$. Its operations $x\mapsto Wx+w$ are

- identity: $x,\,y,\,z$
- screw: $-x,\,y+\tfrac12,\,-z+\tfrac12$
- inversion: $-x,\,-y,\,-z$
- glide: $x,\,-y+\tfrac12,\,z+\tfrac12$

Two scatterers sit at $x_1=(0.120,0.230,0.310)$ and $x_2=(0.347,0.081,0.173)$, together with their symmetry copies. The new cell is $\mathbf a'=\mathbf a$, $\mathbf b'=\mathbf b$, $\mathbf c'=\mathbf a+\mathbf c$, so that

$$P=\begin{pmatrix}1&0&1\\0&1&0\\0&0&1\end{pmatrix},\qquad P^{-1}=\begin{pmatrix}1&0&-1\\0&1&0\\0&0&1\end{pmatrix}.$$

Unless stated otherwise, $p=0$ in the example.

## (a) Coordinates

**Find the new coordinates $x'$ of a point, and evaluate them for $x_1$.**

Measured from $O$, the point is reached by going first to $O'$ and then along the new basis vectors:

$$(\mathbf a,\mathbf b,\mathbf c)x=(\mathbf a,\mathbf b,\mathbf c)p+(\mathbf a',\mathbf b',\mathbf c')x'=(\mathbf a,\mathbf b,\mathbf c)(p+Px').$$

The basis vectors are linearly independent, so the coefficients agree:

$$x=Px'+p,\qquad x'=P^{-1}(x-p).$$

The basis vectors change with $P$ and the coordinates with $P^{-1}$, since their product is a fixed vector. For the difference of two points $p$ cancels, and $\Delta x'=P^{-1}\Delta x$.

In the example $x'=x-z$, $y'=y$, $z'=z$. Atom 1 therefore moves to $(0.120-0.310,\,0.230,\,0.310)=(-0.190,0.230,0.310)$.

## (b) Metric tensor, lengths and volume

**Find the new metric tensor $G'$ from $G_{ij}=\mathbf a_i\cdot\mathbf a_j$. What are the new cell and the distance between the two atoms?**

With $\mathbf a'_i=\sum_k\mathbf a_kP_{ki}$,

$$G'_{ij}=\sum_{kl}P_{ki}\,(\mathbf a_k\cdot\mathbf a_l)\,P_{lj}
\quad\Rightarrow\quad G'=P^{T}GP .$$

Lengths are unchanged, because $P$ and $P^{-1}$ cancel:

$$\Delta x'^TG'\Delta x'=\Delta x^TP^{-T}P^TGPP^{-1}\Delta x=\Delta x^TG\Delta x .$$

The cell volume obeys $V^2=\det G$, so $V'=|\det P|\,V$. Here $\det P=1$ and both cells have $V=550.96$ Å³.

The old metric has $G_{11}=36$, $G_{22}=64$, $G_{33}=169$ and $G_{13}=ac\cos\beta=-36.619$, all in Å². The entries that change are

$$G'_{13}=\mathbf a\cdot(\mathbf a+\mathbf c)=36-36.619=-0.619,$$
$$G'_{33}=|\mathbf a+\mathbf c|^2=36+2(-36.619)+169=131.762 .$$

Hence $c'=\sqrt{131.762}=11.479$ Å, and $\cos\beta'=-0.619/(6\times11.479)$ gives $\beta'=90.5^\circ$. The new cell is nearly rectangular because $a$ nearly equals $-c\cos\beta$ in this crystal. This is not a general property of this choice of axes. If $\beta$ were $90^\circ$, the same $P$ would give $\tan\beta'=c/a$ and make the cell oblique.

For the interatomic vector $\Delta x=(0.227,-0.149,-0.137)$, part (a) gives $\Delta x'=(0.364,-0.149,-0.137)$. The squared length in the new cell is

$$36(0.364)^2+64(0.149)^2+131.762(0.137)^2+2(-0.619)(0.364)(-0.137),$$

whose root is 2.954 Å. The old coordinates and old metric give the same distance.

## (c) Miller indices

**A family of lattice planes has indices $h=(h_1,h_2,h_3)$, written as a row. Find its new indices, and the indices and spacing of $(1\,2\,{-3})$.**

The planes are $hx=m$ with integer $m$. Inserting $x=Px'+p$ gives

$$hP\,x'=m-hp .$$

The coefficients of $x'$ are the new indices,

$$h'=hP .$$

If $P$ is an integer matrix with $|\det P|=1$, integer indices without a common factor stay so. For other $P$ the row $hP$ still describes the same planes, but its entries can be fractional or share a factor.

The shift $p$ changes which value of the constant belongs to which plane, but not the orientation or the spacing. Miller indices transform with $P$, as the basis vectors do.

The spacing follows from the reciprocal basis, defined by $\mathbf a^*_i\cdot\mathbf a_j=\delta_{ij}$. The planes are $\mathbf g\cdot\mathbf r=m$ with $\mathbf g=\sum_ih_i\mathbf a_i^*$, so $d=1/|\mathbf g|$. Write $\mathbf a_i^*=\sum_jM_{ij}\mathbf a_j$. The product with $\mathbf a_k$ gives $\delta_{ik}=(MG)_{ik}$, so $M=G^{-1}$. The product with $\mathbf a_k^*$ gives $\mathbf a_i^*\cdot\mathbf a_k^*=M_{ik}$. Therefore

$$\frac1{d^2}=hG^{-1}h^T,$$

and this is invariant: $h'G'^{-1}h'^T=hP\,P^{-1}G^{-1}P^{-T}\,P^Th^T=hG^{-1}h^T$.

In the example $h'=(h_1,\,h_2,\,h_1+h_3)$, so $(1\,2\,{-3})$ becomes $(1\,2\,{-2})$. For a monoclinic metric, inverting the block of $\mathbf a$ and $\mathbf c$ gives

$$\frac1{d^2}=\frac{h_1^2G_{33}-2h_1h_3G_{13}+h_3^2G_{11}}{G_{11}G_{33}-G_{13}^2}+\frac{h_2^2}{G_{22}} .$$

The numerator of the first term is

- old: $169-6(36.619)+9(36)=273.29$ Å²
- new: $131.762-4(0.619)+4(36)=273.29$ Å²

The denominator is $V^2/G_{22}$ in both cells, and the second term is the same. Both descriptions give $d=2.885$ Å.

## (d) k vectors

**Let $\mathbf k=2\pi\sum_i\kappa_i\mathbf a_i^*$. Find $\kappa'$, and the new labels of $(\tfrac12,0,0)$ and $(\tfrac12,0,\tfrac12)$.**

The product with a basis vector isolates a coefficient: $\mathbf k\cdot\mathbf a_i=2\pi\kappa_i$. Hence

$$\kappa'_j=\frac{\mathbf k\cdot\mathbf a'_j}{2\pi}=\sum_i\kappa_iP_{ij},\qquad \kappa'=\kappa P .$$

No $p$ appears, because only the basis vectors enter, and they do not depend on the origin. The same holds for the Bloch phase $e^{i\mathbf k\cdot\mathbf t}$ under a lattice translation $\mathbf t$, which determines $\mathbf k$ up to a reciprocal lattice vector.

The first point becomes $(\tfrac12,0,\tfrac12)$, with $|\mathbf k|=0.593$ Å⁻¹ in both descriptions. The second becomes $(\tfrac12,0,1)$, with $|\mathbf k|=0.761$ Å⁻¹ in both. Subtracting the reciprocal lattice vector $(0,0,1)$ turns the second label into $(\tfrac12,0,0)$. This is an equivalent Bloch vector, but a different and here shorter vector. The label $(\tfrac12,0,0)$ thus names inequivalent points in the two settings, so a band-structure path has to state its cell.

## (e) Symmetry operations

**Find $(W',w')$, and apply the result to the four operations with $p=0$.**

Let $\tilde x=Wx+w$ be the image of $x$. By part (a),

$$\tilde x'=P^{-1}(\tilde x-p)=P^{-1}\big[W(Px'+p)+w-p\big].$$

Collecting the terms with and without $x'$ gives

$$W'=P^{-1}WP,\qquad w'=P^{-1}\big[w+(W-I)p\big].$$

For a pure translation $W=I$, and the shift drops out.

In the example the four matrices $W$ are $\pm I$, $\mathrm{diag}(-1,1,-1)$ and $\mathrm{diag}(1,-1,1)$. Each multiplies the whole $\mathbf a\mathbf c$ plane by one sign. Since $P$ mixes vectors within this plane and keeps $\mathbf b$, it commutes with each $W$, and $W'=W$. The screw and the glide share $w=(0,\tfrac12,\tfrac12)$, for which

$$w'=P^{-1}w=(-\tfrac12,\tfrac12,\tfrac12)\equiv(\tfrac12,\tfrac12,\tfrac12).$$

The last step adds the lattice vector $\mathbf a'$. The operations are now

- identity: $x,\,y,\,z$
- screw: $-x+\tfrac12,\,y+\tfrac12,\,-z+\tfrac12$
- inversion: $-x,\,-y,\,-z$
- glide: $x+\tfrac12,\,-y+\tfrac12,\,z+\tfrac12$

This is the P2₁/n list. The glide vector in space is still $\mathbf c/2$. In the new basis it reads $(\mathbf c'-\mathbf a')/2$, which equals the diagonal $(\mathbf a'+\mathbf c')/2$ up to $\mathbf a'$. The space group is the same; P2₁/n is another setting of it.

## (f) Which cells give the n setting?

**Let $P$ be an integer matrix with $\det P=1$ that keeps $\mathbf b$ and leaves $\mathbf a'$ and $\mathbf c'$ in the $\mathbf a\mathbf c$ plane, and let $p=0$. When does P2₁/c become P2₁/n?**

The condition on the plane is needed. If $\mathbf a'$ had a component $P_{21}\mathbf b$, the rotation part of the screw would send it to $-\mathbf a'+2P_{21}\mathbf b$, and $W'$ would no longer be diagonal; the same holds for $\mathbf c'$ and $P_{23}$. With $P_{21}=P_{23}=0$ the matrix and its inverse are

$$P=\begin{pmatrix}P_{11}&0&P_{13}\\0&1&0\\P_{31}&0&P_{33}\end{pmatrix},\qquad
P^{-1}=\begin{pmatrix}P_{33}&0&-P_{13}\\0&1&0\\-P_{31}&0&P_{11}\end{pmatrix}.$$

Again $W'=W$, and $w=(0,\tfrac12,\tfrac12)$ becomes $(-\tfrac12P_{13},\,\tfrac12,\,\tfrac12P_{11})$. Modulo 1 only the parities matter:

- $P_{11}$ and $P_{13}$ odd: n setting
- $P_{11}$ odd, $P_{13}$ even: c setting
- $P_{11}$ even, $P_{13}$ odd: a setting, with glide vector $\mathbf a'/2$

Both cannot be even, since $P_{11}P_{33}-P_{13}P_{31}=1$ is odd. The chosen $P$ has $P_{11}=P_{13}=1$.

The condition $|\det P|=1$ keeps the cell primitive. For comparison, take $\mathbf a'=\mathbf a-\mathbf b$, $\mathbf b'=\mathbf a+\mathbf b$, $\mathbf c'=\mathbf c$, for which $\det P=2$. The cell has twice the volume and holds two lattice points: the old lattice vector $\mathbf a$ is $(\mathbf a'+\mathbf b')/2$, a centring vector. The indices become $h'=(h_1-h_2,\,h_1+h_2,\,h_3)$, so $h'_1+h'_2=2h_1$ is even. Integer triples with $h'_1+h'_2$ odd are not reciprocal lattice vectors of this crystal.

## (g) The origin shift

**Keep the n cell but use $p=(0,\tfrac14,\tfrac14)$. Find the operations. Which shifts leave the P2₁/n list unchanged?**

The axis of the old screw operation consists of the points where $x=-x$ and $z=-z+\tfrac12$, which is the line $x=0$, $z=\tfrac14$. The old glide plane is $y=-y+\tfrac12$, or $y=\tfrac14$. The new origin lies where the two meet. The brackets $w+(W-I)p$ are

- screw: $(0,\tfrac12,\tfrac12)+(0,0,-\tfrac12)=(0,\tfrac12,0)$
- inversion: $(0,0,0)+(0,-\tfrac12,-\tfrac12)=(0,-\tfrac12,-\tfrac12)$
- glide: $(0,\tfrac12,\tfrac12)+(0,-\tfrac12,0)=(0,0,\tfrac12)$

Multiplying by $P^{-1}$ and reducing modulo 1 gives

- screw: $-x,\,y+\tfrac12,\,-z$
- inversion: $-x+\tfrac12,\,-y+\tfrac12,\,-z+\tfrac12$
- glide: $x+\tfrac12,\,-y,\,z+\tfrac12$

The screw has kept its half translation along $\mathbf b$, and the glide its diagonal vector. All four operations satisfy $W^2=I$, so applying one twice gives the translation $(W+I)w$. The shift adds $(W+I)(W-I)p=(W^2-I)p=0$ to it. A shift moves the symmetry elements relative to the origin but cannot remove a screw or glide translation.

For the list to stay the same, each $P^{-1}(W-I)p$ must be an integer column. Since $P$ and $P^{-1}$ are integer matrices, $(W-I)p$ must be one. The inversion requires $-2p$ to be integer. This is also sufficient, because for the other operations $W-I$ is diagonal with entries 0 or $-2$. Each component of $p$ is thus 0 or $\tfrac12$ modulo 1, which gives eight origins per cell. The shift $(0,\tfrac14,\tfrac14)$ is not among them.

## (h) Structure factors and absences

**Define $F(h)=\sum_jf_je^{2\pi ihx_j}$, summed over the atoms of one cell, and let $P$ be an integer matrix with $|\det P|=1$, so that the new cell is also a primitive cell of the crystal. How does $F$ change, and what happens to the systematic absences?**

By parts (a) and (c), $h'x'=hPP^{-1}(x-p)=hx-hp$. Hence

$$F'(h')=F(h)\,e^{-2\pi ihp}.$$

The intensity $|F|^2$ is unchanged. For an integer $P$ with $|\det P|>1$ the sum would cover $|\det P|$ times as many atoms, and $F'$ would carry the extra factor $|\det P|$.

Take $h=(1,2,-3)$ and constant model amplitudes $f_1=1.0$, $f_2=0.6$. With $\alpha=2\pi(h_1x+h_3z)$ and $\gamma=2\pi h_2y$, an atom and its inverse contribute $2\cos(\alpha+\gamma)$. The screw and glide copies contribute $2(-1)^{h_2+h_3}\cos(\alpha-\gamma)$. Here $h_2+h_3=-1$ is odd, so the four copies add up to $-4\sin\alpha\sin\gamma$:

$$F=-4\big[1.0\sin(-2\pi\,0.81)\sin(2\pi\,0.46)+0.6\sin(-2\pi\,0.172)\sin(2\pi\,0.162)\big]=0.877 .$$

$F$ is real because the origin is an inversion centre. For the shift of part (g), $hp=\tfrac24-\tfrac34=-\tfrac14$. The modulus stays 0.877 and the phase goes from $0^\circ$ to $+90^\circ$.

For the absences, note that a symmetry operation only permutes equal atoms, up to lattice vectors. Replacing each $x_j$ by $Wx_j+w$ therefore leaves the sum unchanged:

$$F(h)=\sum_jf_je^{2\pi ih(Wx_j+w)}=e^{2\pi ihw}F(hW).$$

If $hW=h$ and $hw$ is not an integer, then $F(h)=0$. The glide leaves $(h_1,0,h_3)$ fixed:

- P2₁/c: $hw=h_3/2$, so reflections with $h_3$ odd are absent
- P2₁/n: $h'w'=(h'_1+h'_3)/2$, so reflections with $h'_1+h'_3$ odd are absent

These are the same reflections under two names, because $h'_1+h'_3=2h_1+h_3$ has the parity of $h_3$. The screw removes $(0,h_2,0)$ with $h_2$ odd in both settings.

If all $h_1,h_3$ from $-4$ to 4 are listed, 36 reflections $(h_1,0,h_3)$ are absent in the old indices and 40 in the new. The counts are $9\times4$ and $2\times5\times4$. They differ because the same index range selects different sets of reflections in the two cells.

The absences do not depend on the origin either. When $hW=h$,

$$h'w'=h\big[w+(W-I)p\big]=hw+(hW-h)p=hw .$$

They can thus reveal the glide and its setting, but not where the origin was placed.

All numerical values are calculated from the stated model.
